# Why isolated hydrogen gives weak Snoek relaxation in bcc metals: test program

```python
# Result under test: orientational (Snoek) relaxation of isolated H on
# tetrahedral sites of a bcc metal softens only C' = (C11-C12)/2, with strength
#     Delta = n (A-B)^2 / (6 k T C'),
# where A, B, B are the principal values of the elastic dipole tensor
# P_ij = -dE/d(strain_ij), A belongs to the site axis, n = H atoms per volume.
# A-B is a balance of first-shell, second-shell and zero-point contributions.
# Units inside the program: eV, nm, s, K. Model parameters are round values in
# the rough regime of dilute hydrogen in niobium; A-B is a chosen value.
from itertools import product
import numpy as np
from scipy import constants as sc
from scipy.optimize import fsolve

KB = sc.k / sc.e
GPA = 1e9 * 1e-27 / sc.e                  # one GPa in eV/nm^3
a = 0.33                                  # lattice parameter, nm
T = 300.0
kT = KB * T
c_shear, bulk = 55 * GPA, 170 * GPA
conc = 0.001                              # H atoms per metal atom
n = 2 * conc / a**3
trace_P, aniso = 10.0, 0.1                # eV
decay = np.array([0.02, 0.06])            # decay length of bond force, nm
H2M_H = sc.hbar**2 / sc.m_p / sc.e * 1e18  # hbar^2/m, eV nm^2
H2M_D = H2M_H * sc.m_p / sc.physical_constants['deuteron mass'][0]
I3 = np.eye(3)


def shells_around(site, count):
    """Vectors (nm) from a site to the nearest shells of bcc metal atoms."""
    grid = np.array(list(product(range(-2, 4), repeat=3)), float)
    rel = (np.vstack([grid, grid + 0.5]) - site) * a
    dist = np.linalg.norm(rel, axis=1)
    radii = np.unique(np.round(dist, 7))[:count]
    return [rel[np.abs(dist - r) < 1e-5] for r in radii]


site_y = np.array([0.5, 0.25, 0.0])       # tetrahedral site with axis y
first, second = shells_around(site_y, 2)
assert len(first) == 4 and len(second) == 4
r0 = np.array([np.linalg.norm(first[0]), np.linalg.norm(second[0])])
assert np.allclose(r0, a * np.sqrt([5, 13]) / 4)
R = np.vstack([first, second])
shell = np.array([0] * 4 + [1] * 4)


def bond_force(r, forces):
    """Outward force on each metal atom; the bond energy is force*decay."""
    return forces[shell] * np.exp(-(r - r0[shell]) / decay[shell])


def bond_energy(pos, forces):
    r = np.linalg.norm(pos, axis=1)
    return np.sum(bond_force(r, forces) * decay[shell])


def bond_hessians(d, forces):
    """Second-derivative matrix of every bond energy."""
    r = np.linalg.norm(d, axis=1)
    f = bond_force(r, forces)
    unit = d / r[:, None]
    nn = unit[:, :, None] * unit[:, None, :]
    return ((f / decay[shell])[:, None, None] * nn
            - (f / r)[:, None, None] * (I3 - nn))


def moment(u, forces):
    """Sum of force times ideal position, with H displaced by u."""
    d = R - u
    r = np.linalg.norm(d, axis=1)
    return (bond_force(r, forces)[:, None] * d / r[:, None]).T @ R


def modes(forces, h2m):
    """Vibration quanta of H along x, y, z (eV)."""
    K = bond_hessians(R, forces).sum(axis=0)
    assert np.allclose(K, np.diag(np.diag(K)), atol=1e-7)
    return np.sqrt(np.diag(K) * h2m)


def zero_point_dipole(forces, h2m):
    """Half the mean square displacement times curvature of the moment."""
    spread = h2m / (2 * modes(forces, h2m))
    h, total = 1e-4, np.zeros((3, 3))
    for k in range(3):
        second_diff = (moment(h * I3[k], forces) + moment(-h * I3[k], forces)
                       - 2 * moment(np.zeros(3), forces)) / h**2
        total += 0.5 * spread[k] * second_diff
    return np.diag(total)


def static_dipole(forces):
    return np.diag(moment(np.zeros(3), forces))


def mismatch(forces):
    P = static_dipole(forces) + zero_point_dipole(forces, H2M_H)
    return [P.sum() - trace_P, P[1] - P[0] - aniso]


forces = fsolve(mismatch, [9.0, 2.3], xtol=1e-12)
assert np.max(np.abs(mismatch(forces))) < 1e-6 and np.all(forces > 0)


def dipole_by_strain(rel):
    """Dipole tensor from finite strain derivatives of the bond energy."""
    P, h = np.zeros((3, 3)), 1e-5
    for i in range(3):
        for j in range(3):
            e = 0.5 * h * (np.outer(I3[i], I3[j]) + np.outer(I3[j], I3[i]))
            P[i, j] = -(bond_energy(rel @ (I3 + e), forces)
                        - bond_energy(rel @ (I3 - e), forces)) / (2 * h)
    return P


# Shell formulas for A and B against strain derivatives.
g = forces / r0
B_formula = a**2 * (g[0] + g[1]) / 2
A_formula = a**2 * (g[0] + 9 * g[1]) / 4
assert np.allclose(dipole_by_strain(R),
                   np.diag([B_formula, A_formula, B_formula]), atol=1e-5)
balance = r0[1] / (7 * r0[0])
iso = static_dipole(np.array([1.0, balance]))
assert np.allclose(iso, iso[0])
tilted = np.sign(np.round(first, 9)) * np.array([2.0, 3.0, 2.0])
assert np.allclose(tilted.T @ first, a * np.diag([2.0, 3.0, 2.0]))


# Zero-point part against the strain derivative of the zero-point energy,
# with H allowed to move to its new equilibrium in the strained cell.
def zero_point_energy(strain):
    pos, u = R @ (I3 + strain), np.zeros(3)
    for _ in range(8):
        d = pos - u
        r = np.linalg.norm(d, axis=1)
        slope = (bond_force(r, forces)[:, None] * d / r[:, None]).sum(axis=0)
        u = u - np.linalg.solve(bond_hessians(d, forces).sum(axis=0), slope)
    K = bond_hessians(pos - u, forces).sum(axis=0)
    return 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(K) * H2M_H))


zp_H = zero_point_dipole(forces, H2M_H)
h = 1e-4
zp_strain = np.array([-(zero_point_energy(h * np.outer(v, v))
                        - zero_point_energy(-h * np.outer(v, v))) / (2 * h)
                      for v in I3])
assert np.allclose(zp_H, zp_strain, rtol=2e-3, atol=1e-4)

# Higher orders: moment averaged over the whole harmonic ground-state density.
x, w = np.polynomial.hermite.hermgauss(10)
w = w / np.sqrt(np.pi)
sigma = np.sqrt(H2M_H / (2 * modes(forces, H2M_H)))
P_gauss = np.zeros(3)
for i, j, k in product(range(10), repeat=3):
    u = np.sqrt(2) * sigma * np.array([x[i], x[j], x[k]])
    P_gauss += w[i] * w[j] * w[k] * np.diag(moment(u, forces))

# All tetrahedral sites of the cubic cell and their dipole tensors.
sites, axes = [], []
for axis in range(3):
    for q, pair in product((0.25, 0.75), ((0.5, 0.0), (0.0, 0.5))):
        s = np.zeros(3)
        s[axis] = q
        s[[k for k in range(3) if k != axis]] = pair
        sites.append(s)
        axes.append(axis)
sites, axes = np.array(sites), np.array(axes)
tensors = np.array([dipole_by_strain(np.vstack(shells_around(s, 2)))
                    for s in sites])
static_aniso = A_formula - B_formula


# Softening from the curvature of the orientational free energy.
def free_energy(strain):
    e = np.einsum('sij,ij->s', tensors, strain)
    return -n * kT * np.log(np.mean(np.exp(e / kT)))


def curvature(pattern, h=1e-3):
    return (free_energy(h * pattern) + free_energy(-h * pattern)
            - 2 * free_energy(0 * pattern)) / h**2


tetragonal = np.diag([1.0, -1.0, 0.0])
shear44 = np.zeros((3, 3))
shear44[0, 1] = shear44[1, 0] = 0.5
soft = curvature(tetragonal) / 4
soft_formula = -n * static_aniso**2 / (6 * kT)
assert np.isclose(soft, soft_formula, rtol=2e-3)
assert abs(curvature(I3)) < 1e-4 * abs(soft_formula)
assert abs(curvature(shear44)) < 1e-4 * abs(soft_formula)

# Gorsky softening from the grand potential of a lattice gas.
P_mean = trace_P / 3
n_sites, theta = 12 / a**3, conc / 6


def grand_potential(dilation):
    z = theta / (1 - theta)
    return -kT * n_sites * np.log1p(z * np.exp(P_mean * dilation / kT))


h = 1e-4
gorsky_num = -(grand_potential(h) + grand_potential(-h)
               - 2 * grand_potential(0.0)) / h**2
gorsky = n * P_mean**2 / kT
assert np.isclose(gorsky_num, gorsky, rtol=2e-3)

# Hopping network: unit rate to each nearest tetrahedral site.
hops = []
for i, j in product(range(12), repeat=2):
    for shift in product((-1, 0, 1), repeat=3):
        d = sites[j] + np.array(shift) - sites[i]
        if abs(np.linalg.norm(d) - 1 / np.sqrt(8)) < 1e-8:
            hops.append((i, j, d * a))
assert len(hops) == 48
assert all(axes[i] != axes[j] for i, j, d in hops)


def rate_matrix(site_energy):
    W = np.zeros((12, 12))
    for i, j, _ in hops:
        rate = np.exp(-(site_energy[j] - site_energy[i]) / (2 * kT))
        W[j, i] += rate
        W[i, i] -= rate
    return W


W0 = rate_matrix(np.zeros(12))
pattern = (axes == 0).astype(float) - (axes == 1)
assert np.allclose(W0 @ pattern, -6 * pattern)
wave = np.array([0.01, 0.02, 0.015]) / a
bloch = -4 * np.eye(12, dtype=complex)
for i, j, d in hops:
    bloch[j, i] += np.exp(-1j * wave @ d)
D_unit = -np.linalg.eigvalsh(bloch)[-1] / (wave @ wave)
assert np.isclose(D_unit, a**2 / 12, rtol=1e-3)
assert np.isclose(1 / 6, a**2 / (72 * D_unit), rtol=1e-3)

# Driven master equation against the Debye response.
load = np.einsum('sij,ij->s', tensors, tetragonal)
p0, h = np.full(12, 1 / 12), 1e-5
drive = (rate_matrix(-h * load) - rate_matrix(h * load)) @ p0 / (2 * h)
for omega in (0.5, 6.0, 40.0):
    dp = np.linalg.solve(1j * omega * np.eye(12) - W0, drive)
    debye = np.mean(load**2) / kT / (1 + 1j * omega / 6)
    assert abs(dp @ load - debye) < 1e-4 * abs(debye)

# Tunnelling between sites: change of the static orientational response.
J_tunnel = 2e-4                           # rough size, eV
adjacency = np.zeros((12, 12))
for i, j, _ in hops:
    adjacency[i, j] = 1


def quantum_response(J):
    def F(e):
        levels = np.linalg.eigvalsh(-J * adjacency - np.diag(pattern) * e)
        return -kT * np.log(np.sum(np.exp(-levels / kT)))
    step = 0.03 * kT
    return -(F(step) + F(-step) - 2 * F(0.0)) / step**2


tunnel_change = quantum_response(J_tunnel) / quantum_response(0.0) - 1
assert abs(tunnel_change) < 1e-3

# Relaxed harmonic host: 54 atoms, springs fitted to C' and bulk modulus.
N = 3
cells = np.array(list(product(range(N), repeat=3)), float)
atoms = np.vstack([cells, cells + 0.5])
k_second = c_shear * a
k_first = 1.5 * bulk * a - k_second
rows, stiff, bond_unit, bond_vec = [], [], [], []
for i in range(len(atoms)):
    for j in range(i + 1, len(atoms)):
        d = atoms[j] - atoms[i]
        d = d - N * np.round(d / N)
        length = np.linalg.norm(d)
        if length < 1.01:
            row = np.zeros(3 * len(atoms))
            row[3 * j:3 * j + 3] = d / length
            row[3 * i:3 * i + 3] = -d / length
            rows.append(row)
            stiff.append(k_first if length < 0.9 else k_second)
            bond_unit.append(d / length)
            bond_vec.append(d * a)
rows, stiff = np.array(rows), np.array(stiff)
bond_unit, bond_vec = np.array(bond_unit), np.array(bond_vec)
assert len(rows) == 7 * len(atoms)
host = rows.T @ (stiff[:, None] * rows)
rel = atoms - site_y
rel = (rel - N * np.round(rel / N)) * a
near = [int(np.argmin(np.linalg.norm(rel - v, axis=1))) for v in R]
assert np.allclose(rel[near], R)


def relaxed_host(strain):
    shift = np.zeros(3 * len(atoms))
    stretch0 = np.einsum('bi,ij,bj->b', bond_unit, strain, bond_vec)
    for _ in range(25):
        pos = R @ (I3 + strain) + shift.reshape(-1, 3)[near]
        r = np.linalg.norm(pos, axis=1)
        push = bond_force(r, forces)[:, None] * pos / r[:, None]
        grad = rows.T @ (stiff * (rows @ shift + stretch0))
        hess = host.copy()
        blocks = bond_hessians(pos, forces)
        for m, atom in enumerate(near):
            part = slice(3 * atom, 3 * atom + 3)
            grad[part] -= push[m]
            hess[part, part] += blocks[m]
        if np.max(np.abs(grad)) < 1e-10:
            break
        shift = shift - np.linalg.solve(hess, grad)
    assert np.max(np.abs(grad)) < 1e-7
    energy = (0.5 * np.sum(stiff * (rows @ shift + stretch0)**2)
              + bond_energy(pos, forces))
    return energy, push, shift.reshape(-1, 3)[near]


_, push, shifts = relaxed_host(np.zeros((3, 3)))
P_relaxed = np.diag(push.T @ R)
h = 1e-4
for k in range(3):
    e = h * np.outer(I3[k], I3[k])
    slope = -(relaxed_host(e)[0] - relaxed_host(-e)[0]) / (2 * h)
    assert np.isclose(slope, P_relaxed[k], rtol=1e-3, atol=1e-4)
neighbour_shift = np.linalg.norm(shifts[0])


# Worked numbers.
def strength(difference):
    return n * difference**2 / (6 * kT * c_shear)


def central_difference(vectors):
    """A-B for equal central forces on one shell, scaled to the same trace."""
    P = np.diag(vectors.T @ vectors)
    P = P * trace_P / P.sum()
    odd = int(np.argmax(np.abs(P - np.median(P))))
    return P[odd] - np.median(P)


one_shell = central_difference(first)
octahedral = central_difference(shells_around(np.array([0.5, 0.5, 0.0]), 1)[0])
part1 = static_dipole(np.array([forces[0], 0.0]))
part2 = static_dipole(np.array([0.0, forces[1]]))
assert np.isclose(part1[1] / part1[0], 0.5)
zp_D = zero_point_dipole(forces, H2M_D)
P_D = static_dipole(forces) + zp_D
quanta = modes(forces, H2M_H)

D_cm2 = 1e-5                              # rough, cm^2/s at 300 K
tau = a**2 / (72 * D_cm2 * 1e14)
E_hop, E_sol, c_sol = 0.07, 0.12, 0.04    # rough: eV, eV, H/M at 300 K
freq = 1e3
loss = strength(aniso) * 2 * np.pi * freq * tau
beta_solvus = 1 / kT + np.log(c_sol / conc) / E_sol
tau_solvus = tau * np.exp(E_hop * (beta_solvus - 1 / kT))
beta_peak = 1 / kT - np.log(2 * np.pi * freq * tau) / E_hop
c_peak = c_sol * np.exp(-E_sol * (beta_peak - 1 / kT))
pair_chance = 1 - np.exp(-n * 4 * np.pi * a**3 / 3)

print(f"lattice parameter a = {a} nm; temperature = {T:.0f} K; kT = {kT:.5f} eV")
print(f"C' = {c_shear/GPA:.0f} GPa; bulk modulus = {bulk/GPA:.0f} GPa")
print(f"H per metal atom = {conc}; H density n = {n:.5f} nm^-3")
print(f"chosen trace P = {trace_P:.1f} eV; chosen A-B = {aniso:.2f} eV")
print(f"A = {(trace_P+2*aniso)/3:.3f} eV; B = {(trace_P-aniso)/3:.3f} eV")
print(f"Snoek strength, chosen A-B: {strength(aniso):.3e}")
print(f"Snoek peak loss, chosen A-B: {strength(aniso)/2:.3e}")
print(f"first shell only: A-B = {one_shell:.3f} eV, strength {strength(one_shell):.3e}")
print(f"octahedral pair only: A-B = {octahedral:.3f} eV, strength {strength(octahedral):.3e}")
print(f"strength ratio first-shell/chosen = {(one_shell/aniso)**2:.0f}")
print(f"strength ratio octahedral/chosen = {(octahedral/aniso)**2:.0f}")
print(f"Gorsky softening of bulk modulus / K = {gorsky/bulk:.3e}")
print(f"shell distances r1, r2 = {r0[0]:.4f}, {r0[1]:.4f} nm")
print(f"force ratio f2/f1 for static isotropy = {balance:.4f}")
print(f"bond-force decay lengths = {decay[0]:.2f}, {decay[1]:.2f} nm")
print(f"fitted forces f1, f2 = {forces[0]:.3f}, {forces[1]:.3f} eV/nm")
print(f"fitted force ratio f2/f1 = {forces[1]/forces[0]:.4f}")
print(f"first-shell part of A, B = {part1[1]:.3f}, {part1[0]:.3f} eV")
print(f"second-shell part of A, B = {part2[1]:.3f}, {part2[0]:.3f} eV")
print(f"zero-point part of A, B (H) = {zp_H[1]:.3f}, {zp_H[0]:.3f} eV")
print(f"A-B parts: first {part1[1]-part1[0]:.3f}, second {part2[1]-part2[0]:.3f}, "
      f"zero-point {zp_H[1]-zp_H[0]:.3f} eV")
print(f"H quanta: along axis {quanta[1]:.4f} eV, across axis {quanta[0]:.4f} eV")
print(f"deuterium, same bonds: trace {P_D.sum():.3f} eV, A-B = {P_D[1]-P_D[0]:.3f} eV")
print(f"deuterium/H strength ratio in model = {((P_D[1]-P_D[0])/aniso)**2:.2f}")
print(f"A-B with full Gaussian average = {P_gauss[1]-P_gauss[0]:.3f} eV")
print(f"static A-B: rigid host {static_aniso:.3f} eV, "
      f"relaxed host {P_relaxed[1]-P_relaxed[0]:.3f} eV")
print(f"static trace: rigid {static_dipole(forces).sum():.3f} eV, relaxed {P_relaxed.sum():.3f} eV")
print(f"first-neighbour shift in relaxed host = {neighbour_shift:.4f} nm")
print(f"tunnelling element (rough) = {J_tunnel*1e3:.1f} meV; "
      f"relative change of strength = {tunnel_change:.1e}")
print(f"nonlinearity (A-B)*strain/kT at strain 1e-5 = {aniso*1e-5/kT:.1e}")
print(f"random chance of another H within a = {pair_chance:.4f}")
print(f"diffusion coefficient (rough) = {D_cm2:.0e} cm^2/s; tau = {tau:.2e} s")
print(f"loss-peak frequency at 300 K = {1/(2*np.pi*tau):.2e} Hz")
print(f"loss at 1 kHz and 300 K = {loss:.1e}")
print(f"rough inputs: hop energy {E_hop} eV, solution energy {E_sol} eV, "
      f"solubility {c_sol} H/M at 300 K")
print(f"precipitation starts near {1/(KB*beta_solvus):.0f} K; "
      f"peak frequency there {1/(2*np.pi*tau_solvus):.1e} Hz")
print(f"1 kHz peak would need {1/(KB*beta_peak):.0f} K; solubility there {c_peak:.0e} H/M")
print("checks complete")
```

Running it gives:

```
lattice parameter a = 0.33 nm; temperature = 300 K; kT = 0.02585 eV
C' = 55 GPa; bulk modulus = 170 GPa
H per metal atom = 0.001; H density n = 0.05565 nm^-3
chosen trace P = 10.0 eV; chosen A-B = 0.10 eV
A = 3.400 eV; B = 3.300 eV
Snoek strength, chosen A-B: 1.045e-05
Snoek peak loss, chosen A-B: 5.226e-06
first shell only: A-B = -2.000 eV, strength 4.181e-03
octahedral pair only: A-B = 10.000 eV, strength 1.045e-01
strength ratio first-shell/chosen = 400
strength ratio octahedral/chosen = 10000
Gorsky softening of bulk modulus / K = 2.254e-02
shell distances r1, r2 = 0.1845, 0.2975 nm
force ratio f2/f1 for static isotropy = 0.2304
bond-force decay lengths = 0.02, 0.06 nm
fitted forces f1, f2 = 8.498, 2.387 eV/nm
fitted force ratio f2/f1 = 0.2809
first-shell part of A, B = 1.254, 2.508 eV
second-shell part of A, B = 1.966, 0.437 eV
zero-point part of A, B (H) = 0.180, 0.355 eV
A-B parts: first -1.254, second 1.529, zero-point -0.175 eV
H quanta: along axis 0.1102 eV, across axis 0.1533 eV
deuterium, same bonds: trace 9.740 eV, A-B = 0.151 eV
deuterium/H strength ratio in model = 2.29
A-B with full Gaussian average = 0.087 eV
static A-B: rigid host 0.275 eV, relaxed host 0.465 eV
static trace: rigid 9.111 eV, relaxed 7.941 eV
first-neighbour shift in relaxed host = 0.0039 nm
tunnelling element (rough) = 0.2 meV; relative change of strength = -6.0e-05
nonlinearity (A-B)*strain/kT at strain 1e-5 = 3.9e-05
random chance of another H within a = 0.0083
diffusion coefficient (rough) = 1e-05 cm^2/s; tau = 1.51e-12 s
loss-peak frequency at 300 K = 1.05e+11 Hz
loss at 1 kHz and 300 K = 9.9e-14
rough inputs: hop energy 0.07 eV, solution energy 0.12 eV, solubility 0.04 H/M at 300 K
precipitation starts near 167 K; peak frequency there 1.2e+10 Hz
1 kHz peak would need 38 K; solubility there 7e-16 H/M
checks complete
```
